# Drift of a ferroelectric domain wall in a weak temperature gradient

**Question**

I have a flat 180° wall in a uniaxial ferroelectric. The polarization \(P(x,t)\) points along \(z\), the wall normal is \(x\), and the free-energy density is

\[
f=\tfrac12 aP^2+\tfrac14 bP^4+\tfrac12 g\,(\partial_xP)^2,\qquad a=a_0(T-T_c)<0 ,
\]

with overdamped relaxation and damping coefficient \(\Gamma\). A weak temperature gradient \(G=dT/dx\) is applied along the normal. I am asked for the resulting wall drift, neglecting depolarization fields, and to show that it points toward the hotter side.

I am stuck on three points. The two domains have equal free energy at every temperature, so I see no pressure on the wall. When I perturb around the tanh profile, the correction grows without limit far from the wall, and I don't know whether I may still integrate over all \(x\). And the exercise calls the model "isothermal", which seems to contradict the gradient. Would such a drift be visible in a real crystal?

**Answer**

**What "isothermal" can mean here**

A crystal with a temperature gradient is not isothermal. The workable reading is that the isothermal kinetic law holds at each point with the local, prescribed temperature \(T(x)\). Varying the gradient energy and integrating by parts gives \(-g\,\partial_x^2P\), so \(\Gamma\,\partial_tP=-\delta F/\delta P\) becomes

\[
\Gamma\,\partial_tP=g\,\partial_x^2P-a(x)P-bP^3 . \tag{1}
\]

I take \(a_0,b,g,\Gamma\) positive and independent of temperature. Since \(P\) points along \(z\) and varies along \(x\), its divergence is zero and the bulk carries no bound charge. Charge appears on the faces normal to \(z\); ideal short-circuited electrodes remove its field.

**The wall at uniform temperature**

Try \(P_0=P_s\tanh(\xi/w)\), with \(\xi=x-X\) measured from the wall centre \(X\). Write \(t=\tanh(\xi/w)\). Since \(dt/d\xi=(1-t^2)/w\),

\[
P_0'=\frac{P_s}{w}(1-t^2),\qquad P_0''=-\frac{2P_s}{w^2}(t-t^3).
\]

The static equation \(gP_0''=aP_0+bP_0^3\) then reads

\[
-\frac{2gP_s}{w^2}(t-t^3)=-|a|P_s\,t+bP_s^3\,t^3 .
\]

Matching the powers of \(t\) gives

\[
P_s^2=\frac{|a|}{b},\qquad w^2=\frac{2g}{|a|}.
\]

**First order in the gradient**

Let \(\theta=T_c-T(X)\) be the distance of the wall from the transition. Near the wall, \(a(x)=-a_0\theta+a_0G\xi\). Write \(P=P_0(\xi)+P_1(\xi)\), with \(P_s\) and \(w\) taken at \(T(X)\). The velocity \(v=dX/dt\) is itself of order \(G\). The time derivative is therefore \(-vP_0'\) to first order; the slow change of \(P_s\) and \(w\) as the wall moves is of order \(vG\), hence second order. Equation (1) gives

\[
LP_1\equiv gP_1''-(a+3bP_0^2)P_1=a_0G\,\xi P_0-\Gamma vP_0' , \tag{2}
\]

where \(a=-a_0\theta\) from here on.

Differentiating the static equation shows that \(LP_0'=0\): shifting a wall at uniform temperature costs nothing. Multiply (2) by \(P_0'\), integrate, and move the derivatives off \(P_1\):

\[
\int P_0'\,LP_1\,d\xi=g\big[P_0'P_1'-P_0''P_1\big]_{-\infty}^{\infty}+\int P_1\,LP_0'\,d\xi .
\]

The last integral is zero. Your worry concerns the bracket. Far to the right \(P_0=P_s\) and \(a+3bP_s^2=2|a|\), so (2) reduces to \(-2|a|P_1=a_0G\xi P_s\), or

\[
P_1=-\frac{G\xi}{2\theta}P_s .
\]

This growth is harmless: it is the linearized change of \(P_s\propto\sqrt{T_c-T}\) with local temperature. It is linear in \(\xi\), whereas \(P_0'\) and \(P_0''\) decay as \(e^{-2|\xi|/w}\), so the bracket vanishes. The expansion itself needs \(|\xi|\ll\theta/|G|\). That range contains the whole wall if

\[
\eta=\frac{|G|w}{\theta}\ll1 ,
\]

which is the precise meaning of "weak gradient".

What remains is

\[
\Gamma v\int P_0'^2\,d\xi=a_0G\int\xi P_0P_0'\,d\xi . \tag{3}
\]

With \(u=\xi/w\) and \(dt=\operatorname{sech}^2u\,du\), the left integral is

\[
\int P_0'^2d\xi=\frac{P_s^2}{w}\int\operatorname{sech}^4u\,du=\frac{P_s^2}{w}\int_{-1}^{1}(1-t^2)\,dt=\frac{4P_s^2}{3w}.
\]

For the right one, \(\tanh u\,\operatorname{sech}^2u\) is the derivative of \(-\tfrac12\operatorname{sech}^2u\). Integration by parts gives

\[
\int\xi P_0P_0'd\xi=P_s^2w\int u\tanh u\,\operatorname{sech}^2u\,du=P_s^2w\cdot\tfrac12\int\operatorname{sech}^2u\,du=P_s^2w .
\]

Equation (3) becomes \(4\Gamma v/(3w)=a_0Gw\). Using \(w^2=2g/(a_0\theta)\),

\[
\boxed{\,v=\frac{3a_0Gw^2}{4\Gamma}=\frac{3g}{2\Gamma}\,\frac{G}{T_c-T(X)}\,} \tag{4}
\]

All factors multiplying \(G\) are positive, so \(v\) has the sign of \(G\) and the wall moves toward the hotter side. Replacing \(P\) by \(-P\) leaves (1) unchanged. The two walls of a stripe domain, if far enough apart for their mutual attraction to be negligible, therefore drift the same way. Their speeds are equal if the temperature difference between them is also negligible.

**Where the pressure comes from**

The domains exert no net pressure, as you say. The wall has an energy of its own, and that energy depends on position. Multiplying the static equation by \(P_0'\) and integrating from a domain inward gives \(\tfrac12gP_0'^2=f_{\rm loc}(P_0)-f_{\rm loc}(P_s)\), where \(f_{\rm loc}\) is \(f\) without its gradient term. The two parts of the excess energy are thus equal, and

\[
\sigma=\int gP_0'^2\,d\xi=\frac{4gP_s^2}{3w}\propto\theta^{3/2},
\]

because \(P_s^2\propto\theta\) and \(1/w\propto\theta^{1/2}\). Heating lowers \(\sigma\). Since \(d\theta/dx=-G\), the pressure on the wall is

\[
p=-\frac{d\sigma}{dx}=\frac{3\sigma G}{2\theta}.
\]

Friction dissipates, per unit area, \(\Gamma\int(\partial_tP)^2dx=\Gamma v^2\sigma/g\). Setting this equal to the power \(pv\) gives \(v=gp/(\Gamma\sigma)\), which is (4) again.

This also shows when the direction can change. Let \(b\) vary in space with slope \(b'\). The right side of (2) gains \(b'\xi P_0^3\), and the projection needs

\[
\int\xi P_0^3P_0'd\xi=P_s^4w\cdot\tfrac14\int(1-\tanh^4u)\,du=\frac{P_s^4w}{4}\int_{-1}^{1}(1+t^2)\,dt=\frac{2P_s^4w}{3}.
\]

Dividing by \(4\Gamma P_s^2/(3w)\) and using \(P_s^2w^2=2g/b\), one finds

\[
v=\frac g\Gamma\left(\frac{3G}{2\theta}+\frac{b'}{b}\right).
\]

If \(b\) falls on heating faster than \(|d\ln b/dT|=3/(2\theta)\), the wall goes to the cold side. With \(g\) constant, the stated direction thus holds when \(a\) alone depends on temperature, and also when \(b\) falls more slowly than this.

**Comparison with the full nonlinear equation**

Equation (1) can be integrated in time without the expansion. Measure length in \(w\), polarization in \(P_s\) and time in \(\Gamma/|a|\), all taken at the origin, and let \(\varepsilon=Gw/\theta\) there. The predicted speed is \(\tfrac34\varepsilon/(1-\varepsilon X)\).

- For \(\varepsilon=0.02\), the computed speed is 0.015003 against 0.014999.
- For \(\varepsilon=0.04\), it is 0.030008 against 0.029974.
- For \(\varepsilon=0.08\), it is 0.059542 against 0.059279.

Relative to the formula, the deviations are 0.027 %, 0.11 % and 0.44 %, so they grow fourfold when the gradient doubles. Symmetry explains this. Reflecting \(x\) about the wall and reversing \(P\) restores the same kind of wall, with \(G\) and \(v\) both reversed. At fixed \(T(X)\), \(v\) is therefore odd in \(G\), and the first relative correction is of order \(\eta^2\).

With \(\varepsilon=0.02\) and a relative slope of \(b\) equal to \(-0.06\) per length \(w\), the wall does move to the cold side: the computed speed is \(-0.01443\), against \(-0.01429\) from the formula.

**A field that stops the wall**

A field \(E\) along \(z\) adds \(+E\) to the right side of (1). For the wall with \(-P_s\) on the left and \(+P_s\) on the right, projection on \(P_0'\) gives

\[
-\Gamma v\,\frac{4P_s^2}{3w}=2P_sE-a_0GP_s^2w ,
\]

so that

\[
v=\frac{3a_0Gw^2}{4\Gamma}-\frac{3wE}{2\Gamma P_s}.
\]

The wall stops at

\[
E_{\rm stop}=\tfrac12a_0GwP_s=a_0G\sqrt{\frac{g}{2b}} . \tag{5}
\]

The local temperature has cancelled, because \(wP_s=\sqrt{2g/b}\). The other wall of a stripe needs the opposite field: a field drives the two walls in opposite directions, while the gradient drives both in the same direction.

For a linear \(T(x)\), (5) holds beyond first order. Consider profiles obeying

\[
cP'=-a(x)-bP^2,\qquad c=\sqrt{2gb}.
\]

Differentiate, multiply by \(g/c\), and substitute for \(P'\):

\[
gP''=-\frac gc\,a_0G-\frac{2gb}{c^2}P\,(-a-bP^2)=-\frac gc\,a_0G+aP+bP^3 .
\]

This is the static equation with field \(E=ga_0G/c\), which equals (5). Choose a point well below \(T_c\) and set \(P=0\) there. The slope is positive at that point, and \(P\) approaches \(+\sqrt{-a/b}\) on the right and \(-\sqrt{-a/b}\) on the left. This is a wall between the two domains, centred at the chosen point. Walls at different temperatures are therefore all at rest in the same field, as long as the region lies below \(T_c\) and the wall is many widths from its ends. Above \(T_c\) the right side \(-a-bP^2\) is negative, so this profile turns down and diverges. A crystal whose hot end is above \(T_c\) does not follow it there, and a wall close to the \(T_c\) point keeps a small drift: about 1.5 % of its free speed at a distance \(3w\) for \(\varepsilon=0.2\). In the simulation with \(\varepsilon=0.04\), walls started at \(-4w\) and \(+4w\) in this field kept less than \(10^{-5}\) of their drift speed.

**The path toward \(T_c\)**

As the wall moves, \(d\theta/dt=-Gv\). With (4), \(\theta\,d\theta/dt=-3gG^2/(2\Gamma)\), and integration gives

\[
\theta^2=\theta_0^2-\frac{3gG^2}{\Gamma}\,t . \tag{6}
\]

The wall accelerates as it warms. For \(\varepsilon=0.02\) and 670 reduced time units, the full equation gave a drop of \((\theta/\theta_{\rm origin})^2\) by 0.40211, against 0.40200 from (6).

The divergence of \(v\) at \(T_c\) is outside the theory. Since \(w\propto\theta^{-1/2}\), the parameter \(\eta\) grows as \(\theta^{-3/2}\). Once it reaches order one, the wall is as wide as the remaining ferroelectric region and has no separate identity.

**A worked case**

Take \(T_c=450\) K, a Curie constant of \(10^4\) K and \(P_s=5\) µC/cm² at 300 K. Let \(g=3\times10^{-10}\) J m³/C², \(\Gamma=0.01\) Ω m, \(G=0.1\) K/µm, and place the wall at 445 K, so \(\theta=5\) K. The Curie constant \(C\) fixes \(a_0=1/(\epsilon_0C)=1.13\times10^7\) J m/(C² K), hence \(|a|=5.65\times10^7\) J m/C². The other wall properties are

\[
P_s=5\sqrt{\tfrac{5}{150}}=0.91\ \text{µC/cm}^2,\qquad
w=\sqrt{\frac{6\times10^{-10}}{5.65\times10^7}}\ \text{m}=3.3\ \text{nm}.
\]

Equation (4) gives

\[
v=\frac{3(3\times10^{-10})(10^5)}{2(0.01)(5)}\ \text{m/s}=9\times10^{-4}\ \text{m/s}=0.9\ \text{mm/s}.
\]

Here \(\eta=6.5\times10^{-5}\), so the gradient is weak. By (6), the 40 µm to the 449 K point take

\[
\frac{0.01\,(5^2-1^2)}{3(3\times10^{-10})(10^5)^2}\ \text{s}=27\ \text{ms},
\]

and \(\eta\) is still only \(7\times10^{-4}\) there. The wall energy is 0.010 mJ/m², the driving pressure 0.31 Pa, and the stopping field 0.17 V/cm (\(1.7\times10^{-7}\) MV/cm). The speed is appreciable because this model wall meets little friction; the force is tiny.

**Would a real crystal show it?**

The values of \(T_c\), Curie constant and \(P_s\) are in the rough range of lead germanate, a uniaxial ferroelectric with a continuous transition. The values of \(g\) and \(\Gamma\) are rough assumptions, and \(v\) scales with \(g/\Gamma\). The gradient is steep, 100 K per millimetre, and would call for local heating. Real crystals break the assumption of a wall free of defects. For an assumed, rough pinning threshold of 1 kV/cm, the stopping field is about 6000 times too small. Steady drift then falls from 0.9 mm/s to zero, apart from thermally activated creep, which I have not calculated. Matching the threshold would take about 600 K/µm by linear scaling, which raises \(\eta\) to about 0.4. There the quadratic trend found above puts the error of (4) near 11 %. Such a gradient is not realizable: \(T_c\) would lie 8 nm from the wall, and a linear profile would reach 0 K within 0.75 µm.

Screening is the next demand. Suppose the screening charge per area on a uniformly polarized plate is only \((1-\varphi)P_s\), with \(P_s\) the polarization at zero field. Linearizing about \(P_s\) gives \(\delta P=E/(2|a|)\), and continuity of the displacement gives

\[
|E|=\frac{\varphi P_s}{\epsilon_0+1/(2|a|)} .
\]

Its magnitude equals \(E_{\rm stop}\) at \(\varphi=1.6\times10^{-5}\). This field opposes the polarization in each domain, however, so equally screened domains exert no net pressure on the wall. A pressure arises when the screening is unequal, for instance when surface charge lags behind the moving wall. An imbalance of this small order can already rival the thermal drive, so the screening charge must follow the wall closely.

The lattice also pins the wall. On a chain of polar units with spacing \(d\), let \(\Delta\) be the difference in energy per area between a wall centred on a unit and one centred between units. A sinusoidal barrier has maximum slope \(\pi\Delta/d\), which the field pressure \(2P_sE\) must overcome. For \(d=w\), a simulated wall stayed in its cell at 0.7 of this field and moved 27 cells at 1.4. For \(d=1\) nm, the estimate is \(8\times10^{-6}\) V/cm at 445 K, far below the stopping field. The value is very sensitive to the assumed spacing: \(d=1.07\) nm gives \(5\times10^{-5}\) V/cm, still negligible. At 300 K, \(w\) is only 0.6 nm and the estimate rises to about 150 kV/cm. This half-width is smaller than the spacing, so the value is only a rough indication, but the continuum drift formula cannot be trusted there.

Three further effects were left out; the first two are small in this example:

- Another kinetic law uses \(-T\,\delta(\int f/T\,dx)/\delta P\). Its gradient term is \(T\partial_x(gP'/T)=gP''-gGP'/T\), which adds \(gG/(\Gamma T)\) to \(v\). That is 0.75 % of the drift, also toward the hot side.
- The polarization entropy density is \(-a_0P^2/2\), so a moving wall carries heat. With thermal conductivity \(\lambda\), quasi-steady conduction obeys \(\lambda\,\delta T''=-vT\,\partial_x(-a_0P_0^2/2)\). Integrating from a domain gives \(\lambda\,\delta T'=-\tfrac12vTa_0(P_s^2-P_0^2)\). For \(\lambda=1\) W/(m K), the gradient inside the wall falls by at most 0.19 %.
- For a rigid wall of area 1 µm², the work done by the driving pressure equals \(k_BT\) after 20 nm. Over the 40 µm path, drift dominates thermal wandering of the wall as a whole. Thermal ripples of a flexible wall are not included. With wall tension as the only restoring force, their mean square height over a length \(\ell\) is about \(k_BT\ln(\ell/2w)/(2\pi\sigma)\), which gives 22 nm rms for \(\ell=1\) µm, several times \(w\). Bound charge on parts of the wall tilted toward \(z\) reduces them, but ripples uniform along \(z\) carry no charge. On a square wall of side \(\ell\) with periodic edges these have wave numbers \(q=2\pi n/\ell\) and mean square amplitude \(k_BT/(\sigma\ell^2q^2)\) each, which sums to \(k_BT/(12\sigma)\), or 7 nm rms. Summing all modes of the 1 µm wall with their electrostatic energy, for a relative permittivity of \(1/(2|a|\epsilon_0)\approx1000\) along \(z\) and an assumed 10 to 30 normal to it, gives about 8 to 9 nm. This is still larger than \(w\), so the speed of the flat wall is only approximate.

The mean-field free energy may itself be rough here. The wall energy over an area \(w^2\) is only about 2 % of \(k_BT\), a warning that fluctuations of \(P\) on the scale of \(w\) may matter. This comparison leaves out bound charge, which suppresses fluctuations that vary along \(z\), so it does not settle how large they are. The numbers of this example illustrate the formula; they do not predict the speed in a real crystal.

The numerical output below lists the inputs of the example and most of its results.

## Computed values

```
SIMULATION, reduced units
eps=0.02: speed 0.015003, formula 0.014999, relative deviation 2.69e-04
eps=0.04: speed 0.030008, formula 0.029974, relative deviation 1.11e-03
eps=0.08: speed 0.059542, formula 0.059279, relative deviation 4.44e-03
trajectory, drop of (Tc-T)^2: 0.40211, formula 0.40200
speed left by stopping field / drift: cold -4.0e-06, hot -5.8e-06
b falling on heating: speed -0.01443, formula -0.01429
chain cells moved at 0.7 and 1.4 of lattice field: [0, 27]
EXAMPLE, inputs
Tc = 450 K, wall at 445 K, Curie constant = 10000 K
Ps at 300 K = 5.0 uC/cm2
g = 3.0e-10 J m3/C2, Gamma = 0.010 ohm m
temperature gradient = 0.10 K/um
EXAMPLE, results
a0 = 1.1294e+07 J m/(C2 K)
b = 6.7765e+11 J m5/C4
|a| at wall = 5.6470e+07 J m/C2
Ps at wall = 0.9129 uC/cm2
wall half-width w = 3.260 nm
wall energy = 0.01023 mJ/m2
eta = G w/(Tc-T): 6.52e-05 at start, 7.29e-04 at 449 K
drift speed = 900.0 um/s = 0.9000 mm/s
drift speed from slope of wall energy = 900.0 um/s
driving pressure = 0.3068 Pa
stopping field = 0.1680 V/cm = 1.680e-07 MV/cm
distance to 449 K = 40.0 um
time to 449 K = 26.67 ms
NEGLECTED EFFECTS
rough defect threshold = 1.0 kV/cm
threshold / stopping field = 5951
gradient needed to match threshold = 595 K/um
polar-unit spacing = 1.0 nm
lattice pinning field at 445 K = 7.81e-06 V/cm
half-width at 300 K = 0.595 nm
lattice pinning field at 300 K = 1.54e+05 V/cm
bare surface-charge fraction giving stopping field = 1.63e-05
extra speed from F/T kinetics = 0.75 % of drift
thermal conductivity = 1.0 W/(m K)
largest gradient loss inside wall = 0.188 %
thermal wandering length, 1 um2 wall = 20.0 nm
```
